# Choosing the level-set gradient scheme for edge overgrowth in area-selective deposition

## The decision

A film is to be deposited on a growth patch and not on the inert surface around it. As it thickens it creeps sideways over the patch edge. A level-set simulation of this overgrowth asks for two settings: how the length of a gradient is discretised, and how fine the mesh is. The first decides whether the computed edge converges to the correct quarter circle; the second decides how closely the quarter circle is reproduced. Both affect the computed thickness of a bridge between neighbouring patches.

These settings belong to a feature-scale simulator. An electronic-structure calculation can help to supply the surface chemistry behind the growth rate, but it does not choose the front solution. The guidance is:

- A monotone upwind gradient with the step limit derived below is proved to converge to the correct edge. It is a safe choice, though a slow one.
- Do not accept a scheme because it is consistent and its answer stays the same on finer meshes. In exact arithmetic, a wrong, square edge can pass both criteria.
- Set the mesh by the rounded corner, which converges more slowly than the flat top.

## The growth law and its shape

The patch is the strip \(|x|\le a\) on the plane \(z=0\), seen in cross-section. Each cycle adds a layer of thickness \(g\) in every outward direction from every exposed film point, and nothing nucleates on the inert surface. After \(N\) cycles the nominal thickness is \(h=gN\).

One cycle adds all points with \(z\ge0\) within distance \(g\) of the film. Successive distances add. A point reached through layers \(g_1\) and \(g_2\) lies within \(g_1+g_2\) of the start, by the triangle inequality. Conversely, a point within \(g_1+g_2\) can be reached by dividing the straight segment to it. That segment stays in \(z\ge0\), because its two ends do. The film after \(N\) cycles is therefore the set of points with \(z\ge0\) within \(h\) of the patch.

Above the patch the nearest patch point is straight below, so the top is flat at \(z=h\). Beyond the edge the nearest point is the edge itself, so

\[
(|x|-a)^2+z^2=h^2,\qquad a\le |x|\le a+h .
\]

The cross-section is a rectangle and two quarter discs:

\[
A=2ah+2\,\frac{\pi h^2}{4}=2ah+\frac{\pi h^2}{2}.
\]

For a circular patch of radius \(a\), replace \(|x|\) by the distance from its axis: the nearest patch point lies in the same meridian plane, so the edge profile is unchanged.

The assumption that an edge point grows in every direction is physical input. Facet-dependent rates, nucleation on the inert surface or uneven precursor supply change the shape, and no numerical setting repairs that.

## The level-set equation

Let \(\phi\) be negative in the film and zero on its surface. A surface moving outward by \(g\) per cycle obeys \(\partial\phi/\partial N+g|\nabla\phi|=0\). Since \(\partial/\partial N=g\,\partial/\partial h\), division by \(g\) gives

\[
\phi_h+|\nabla\phi|=0. \tag{1}
\]

A patch of zero thickness has no interior in which \(\phi<0\). It is therefore represented as the top of a fictitious pad extending below the plane:

\[
\phi_0(x,z)=\max(|x|-a,\;z).
\]

Only \(z\ge0\) is read as film. For such points the nearest pad point lies on the patch, so the pad does not alter the film.

With \(\mathbf r=(x,z)\), the distance rule becomes

\[
\phi(\mathbf r,h)=\min_{|\mathbf r'-\mathbf r|\le h}\phi_0(\mathbf r'). \tag{2}
\]

This is nonpositive when the disc of radius \(h\) around \(\mathbf r\) meets the pad.

To evaluate it, put \(\xi=|x|-a\). For \(c\ge-a\), the set \(\phi_0\le c\) is \(|x|\le a+c,\ z\le c\). The disc reaches it when the squared positive parts of \(\xi-c\) and \(z-c\) sum to at most \(h^2\), and \(\phi\) is the smallest such \(c\). If both differences are positive,

\[
(\xi-c)^2+(z-c)^2=h^2,
\]
\[
2c^2-2(\xi+z)c+\xi^2+z^2-h^2=0 .
\]

Since \((\xi+z)^2-2(\xi^2+z^2)=-(\xi-z)^2\), the roots are \(\tfrac12[\xi+z\pm\sqrt{2h^2-(\xi-z)^2}]\). Positive differences require \(2c<\xi+z\), hence the minus sign:

\[
\phi=\tfrac12\left[\xi+z-\sqrt{2h^2-(\xi-z)^2}\right],\quad |\xi-z|<h. \tag{3}
\]

The condition follows from \(\xi-c\) and \(z-c\) being \(\tfrac12[\sqrt{2h^2-(\xi-z)^2}\pm(\xi-z)]\), both positive when \(|\xi-z|<h\). Otherwise one difference counts and \(\phi=\max(\xi,z)-h\). Deep in the pad the value is bounded below by \(-a\), the minimum of \(\phi_0\). Setting (3) to zero returns \(\xi^2+z^2=h^2\). The region \(|\xi-z|<h\) is the rarefaction fan, filled by directions leaving the corner.

## Two wrong corners

**The square.** The function \(S=\phi_0-h\) has the same initial data. Away from kinks its gradient has length one and \(S_h=-1\), so it satisfies (1) almost everywhere. Its film has the corner \((a+h,h)\). Equation (1), read away from kinks, does not choose between \(S\) and (2).

**The gap.** Suppose markers on the pad's faces move along their face normals. The top markers end at \(z=h\) and the side markers at \(x=a+h\), \(z\le0\). Nothing enters the corner between \((a,h)\) and \((a+h,0)\), an opening of length \(\sqrt2\,h\). If the film is closed by vertical walls at \(|x|=a\), those exposed walls stand still although the growth law moves them. The gap is thus an incomplete construction, not a second almost-everywhere solution.

Rounding the pad corner with a small radius \(\rho\) supplies the missing normals. The arc grows from radius \(\rho\) to \(\rho+h\), and as \(\rho\to0\) it becomes the quarter circle. Its markers spread by the factor \((\rho+h)/\rho\), so they must start densely on the arc itself. Extra markers on the flat faces do not help.

## What the viscosity condition adds

Let a smooth function \(\psi\) touch \(\phi\) at a point with \(h>0\). A viscosity solution satisfies

\[
\psi_h+|\nabla\psi|\le0\ \text{ if }\phi-\psi\text{ has a local maximum},
\]
\[
\psi_h+|\nabla\psi|\ge0\ \text{ if }\phi-\psi\text{ has a local minimum}.
\]

These are the subsolution and supersolution conditions.

The square fails the second. Near its right-hand corner \(S=\max(x-a,z)-h\). The plane \(\psi=\tfrac12(x-a)+\tfrac12z-h\) lies below it, because an average does not exceed a maximum, and touches it on the kink. But

\[
\psi_h+|\nabla\psi|=-1+\frac1{\sqrt2}=-0.293<0 .
\]

**Formula (2) satisfies both.** Because distances add, for small \(\sigma>0\),

\[
\phi(\mathbf r,h)=\min_{|\mathbf e|\le1}\phi(\mathbf r+\sigma\mathbf e,h-\sigma).
\]

At a local maximum of \(\phi-\psi\), every \(\mathbf e\) gives

\[
\psi(\mathbf r,h)-\psi(\mathbf r+\sigma\mathbf e,h-\sigma)
\le\phi(\mathbf r,h)-\phi(\mathbf r+\sigma\mathbf e,h-\sigma)\le0 .
\]

Dividing by \(\sigma\) and letting \(\sigma\to0\) yields \(\psi_h-\mathbf e\cdot\nabla\psi\le0\). Choosing \(\mathbf e\) opposite to \(\nabla\psi\) gives the first condition. At a local minimum, use the minimising \(\mathbf e\), for which the two \(\phi\) values are equal. The first inequality reverses, so \(\psi_h-\mathbf e\cdot\nabla\psi\ge0\) up to a term vanishing with \(\sigma\). Since \(-\mathbf e\cdot\nabla\psi\le|\nabla\psi|\), the second condition follows.

**There is one such solution** among functions with bounded slopes. Let \(u\) and \(v\) be two, with equal initial data and slope bound \(L\) in space and in \(h\), on \(0\le h<H\). Suppose \(u-v=m>0\) somewhere. Maximise

\[
\begin{aligned}
&u(\mathbf r,s)-v(\mathbf q,t)-\frac{|\mathbf r-\mathbf q|^2+(s-t)^2}{2\varepsilon}\\
&-\frac{\eta}{H-s}-\frac{\eta}{H-t}-\alpha\sqrt{1+|\mathbf r|^2}.
\end{aligned}
\]

For small \(\eta\), then small \(\alpha\), the maximum is at least \(m/2\). It is attained: equal initial data give \(|u-v|\le2LH\) at a common point, and the penalties control large distances and the end \(H\). The same bound forces the separation of \((\mathbf r,s)\) and \((\mathbf q,t)\) to vanish as \(\varepsilon\to0\). Neither \(s\) nor \(t\) can then be zero, since equal initial data would make the expression smaller than \(m/2\).

Put \(\mathbf p=(\mathbf r-\mathbf q)/\varepsilon\), and let \(\alpha\mathbf k\), with \(|\mathbf k|\le1\), be the gradient of the last penalty. The two viscosity conditions read

\[
\frac{s-t}{\varepsilon}+\frac{\eta}{(H-s)^2}+|\mathbf p+\alpha\mathbf k|\le0,
\]
\[
\frac{s-t}{\varepsilon}-\frac{\eta}{(H-t)^2}+|\mathbf p|\ge0 .
\]

Subtracting the second from the first gives \(2\eta/H^2\le|\mathbf p|-|\mathbf p+\alpha\mathbf k|\le\alpha\). This is false once \(\alpha<2\eta/H^2\). Hence \(u\le v\), and exchanging them gives equality. Formula (2) inherits the slope bound of \(\phi_0\), so it is the solution selected.

## A scheme that selects it

On a square mesh of spacing \(\Delta\), define

\[
D_x=\max(\phi_{i,j}-\phi_{i-1,j},\ \phi_{i,j}-\phi_{i+1,j},\ 0),
\]

and \(D_z\) likewise. With a thickness increment \(\delta\) per step and \(\lambda=\delta/\Delta\), update by

\[
\phi^{n+1}_{i,j}=\phi^n_{i,j}-\lambda\sqrt{D_x^2+D_z^2}. \tag{4}
\]

Raising a neighbour cannot increase \(D_x\) or \(D_z\), so it cannot lower the new value. Raising the node itself changes the new value at a rate of at least

\[
1-\lambda\frac{D_x+D_z}{\sqrt{D_x^2+D_z^2}}\ge1-\sqrt2\,\lambda .
\]

The scheme is therefore monotone, meaning that larger input never gives smaller output, when

\[
\lambda=\frac{\delta}{\Delta}\le\frac1{\sqrt2}.
\]

Monotonicity gives convergence. Adding a constant or shifting the mesh commutes with (4), so differences between neighbours initially bounded by \(L\Delta\) remain so. One step then changes \(\phi\) by at most \(\sqrt2L\delta\). These uniform slope bounds give a convergent subsequence as \(\Delta\to0\) at fixed \(\lambda\).

Let a smooth \(\psi\) touch the limit from above at a strict local maximum of the difference. The mesh solution minus \(\psi\) has a nearby maximum, with value \(C\), at some node and step \(n+1\). At step \(n\) the neighbouring mesh values do not exceed \(\psi+C\), so monotonicity gives

\[
\frac{\psi^{n+1}-\psi^n}{\delta}+\frac{\sqrt{D_x[\psi]^2+D_z[\psi]^2}}{\Delta}\le0 .
\]

For smooth \(\psi\), \(D_x/\Delta\to|\psi_x|\) and \(D_z/\Delta\to|\psi_z|\), which gives the first viscosity condition. Touching from below reverses the inequalities. By uniqueness, the whole sequence converges to (2).

**Consistency alone does not suffice.** For \(x\ge0\), replace \(D_x\) by the backward difference and \(D_z\) by the forward difference \(\phi_{i,j+1}-\phi_{i,j}\). This also approximates \(|\nabla\phi|\) for smooth functions. Apply it to the square, with the patch edge on a mesh node. Where \(x-a>z\), the differences are \((\Delta,0)\); elsewhere they are \((0,\Delta)\). In exact arithmetic each node falls by \(\delta\), and the square survives on every such mesh.

This scheme is not monotone: where \(\phi\) rises with \(z\), raising the upper neighbour lowers the new value. Where \(\phi\) rises with \(z\) alone, as above the square's flat top, a small error obeys \(e_j^{n+1}=(1+\lambda)e_j^n-\lambda e_{j+1}^n\), so an alternating error grows by \(1+2\lambda\) per step. The square is therefore an exact but unstable solution of the scheme. Over many steps even rounding errors destroy it, unless the initial mesh values and the increment \(\delta\) are all represented exactly in binary.

## A worked case

Take round model parameters \(a=40\) nm, \(g=0.1\) nm per cycle and \(N=200\). Then \(h=0.1\times200=20\) nm, the base width is \(2(40+20)=120\) nm, and

\[
A=2(40)(20)+\frac{\pi(20)^2}{2}=1600+628.3=2228.3\ \text{nm}^2 .
\]

The square gives \(2(60)(20)=2400\) nm², which is 7.7% above the circular result. The empty corner gives 1600 nm², which is 28.2% below it. The relative excess of the square is

\[
\frac{(2-\pi/2)h}{2a+\pi h/2}.
\]

It vanishes for \(h\ll a\) and tends to \(4/\pi-1\), about 27%, for \(h\gg a\). Small features reveal the wrong corner most clearly.

Place markers at the midpoints of equal segments on the 40 nm half of the top face and on the upper 20 nm of the side face. With 100 markers on each the opening is 28.50 nm; with 10,000 it is 28.29 nm. It approaches \(\sqrt2\times20=28.28\) nm, not zero.

The upwind scheme was run with \(\lambda=1/2\) on four meshes. The diagonal thickness is measured from the patch edge at 45°. The coefficient \(\kappa\) is half the film area less \(ah\), divided by \(h^2\). For the exact film this is the area beyond one edge divided by \(h^2\), so the circle has \(\kappa=\pi/4=0.785\).

| \(\Delta\) (nm) | diagonal thickness (nm) | \(\kappa\) |
|---:|---:|---:|
| 1.000 | 18.67 | 0.704 |
| 0.500 | 19.22 | 0.738 |
| 0.250 | 19.55 | 0.758 |
| 0.125 | 19.75 | 0.770 |

The values approach 20 nm and 0.785 from below. On the finest mesh \(\kappa\) is still 2.0% low. The biased scheme gives 28.28 nm and \(\kappa=1.00\) on all four meshes: its answer is the same on each, and wrong. These spacings and the increments \(\delta=\Delta/2\) are binary fractions, so no rounding error enters; at \(\Delta=0.25\) nm with \(\lambda=0.4\) rounding destroys the square. At \(\Delta=0.2\) nm rounding alone grows until it swamps the square. With random noise of amplitude \(10^{-9}\) nm in the initial data and \(\Delta=1\) nm, its largest departure from the square grows by a factor of order \(10^{11}\), to between about 120 and 170 nm depending on the random draw.

## Choosing the mesh

The slow convergence comes from the fan. On its diagonal, (3) gives \(\phi_x=\phi_z=1/2\) and \(\phi_{xx}=\phi_{zz}=1/(2\sqrt2h)\). A backward difference divided by \(\Delta\) is \(\phi_x-\tfrac12\Delta\phi_{xx}\) to this order. The computed gradient length is therefore too small by

\[
\frac{\Delta}{2}\,\frac{\phi_x\phi_{xx}+\phi_z\phi_{zz}}{|\nabla\phi|}
=\frac{\Delta}{4h}.
\]

The stepping error vanishes at this order, since \(\phi_{hh}=0\) on the diagonal. Integrating over thickness from a start of order \(\Delta\), where the expansion fails, gives an error \((\Delta/4)[\ln(h/\Delta)+C]\) in \(\phi\). Division by \(|\nabla\phi|=1/\sqrt2\) converts it to a deficit in diagonal thickness:

\[
\text{deficit}\approx\frac{\sqrt2}{4}\,\Delta\left[\ln\frac h\Delta+C\right],\qquad \frac{\sqrt2}{4}=0.354 .
\]

The four runs give \(C\) between 0.69 and 0.75. With \(C=0.7\), a 1% deficit relative to \(h\) needs about 215 mesh cells across the film thickness. The value of \(C\) belongs to this scheme at \(\lambda=1/2\), with the corner on a node; on fine meshes it is about 0.79 at \(\lambda=1/4\) and 0.58 at \(\lambda=0.7\). The cell count belongs to the first-order scheme. A second-order ENO gradient with a two-stage Heun step at \(\lambda=0.4\) is not monotone, so the proof above does not cover it. On this corner it nevertheless approaches the circle, with a diagonal deficit of 0.94% at 40 cells that halves with each halving of \(\Delta\).

## When neighbouring films meet

Let two patches be separated by a width \(w\). The initial function is the smaller of their two functions, and (2) then gives the smaller of the two solutions. The films touch when \(h=w/2\). Later they meet midway at height

\[
z_{\rm seam}=\sqrt{h^2-\frac{w^2}{4}} .
\]

This inward kink is part of the viscosity solution and should not be smoothed away. The condition rejects the square's outward kink, not every kink.

For \(w=20\) nm and \(h=20\) nm the seam height is \(\sqrt{400-100}=17.3\) nm. The square edge predicts contact at the same cycle, but with a bridge of full thickness \(h\) at once. The true bridge starts at zero thickness. If the question is when the patches touch, both corners agree; if it is how thick the connection is, the corner shape decides. The 1% rule for the diagonal does not carry over to the bridge. With 200 cells across \(h=20\) nm and \(\lambda=1/2\), scheme (4) gives a seam height that is low by 1.3% for \(w=20\) nm, 5.1% for \(w=36\) nm and 15% for \(w=39\) nm. A bridge just after contact needs a finer mesh. In either case the continuum answer needs \(h\) and \(w\) well above the thickness of one deposited layer.
